# The Thouless formula and resolvent decay in gaps of a chain: verification in Python

```python
"""Thouless formula and resolvent decay for a nearest-neighbour chain.

Result under test, for z outside the spectrum of the infinite chain H:
    gamma(z) = integral rho(E) ln|z - E| dE - mean(ln|t|)
gamma : growth rate per site of the norm of the transfer-matrix product
rho   : density of states per site, normalised to one
t     : nearest-neighbour hoppings; all energies are in eV
The 2x2 blocks of G = (z - H)^(-1) between pairs of neighbouring sites
decay as exp(-gamma * distance in sites).
Model: site energies +delta, -delta and hoppings t1, t2 in alternation.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal, solve_banded

T1, T2, DELTA = 1.5, 1.0, 0.5


def make_chain(n_sites, delta, first, second, site_dis=0.0, hop_dis=0.0, rng=None):
    """Site energies and hoppings; hop[n] joins site n to site n+1."""
    index = np.arange(n_sites)
    eps = np.where(index % 2 == 0, delta, -delta).astype(float)
    hop = np.where(index % 2 == 0, first, second).astype(float)
    if rng is not None:
        eps = eps + rng.uniform(-site_dis, site_dis, n_sites)
        hop = hop + rng.uniform(-hop_dis, hop_dis, n_sites)
    return eps, hop


def block_matrix(eps, hop):
    inner = hop[:len(eps) - 1]
    return np.diag(eps) + np.diag(inner, 1) + np.diag(inner, -1)


def transfer_product(z, eps, hop):
    """Return a scaled product and the logarithm of the removed scale."""
    product, log_scale = np.eye(2, dtype=complex), 0.0
    for e, t in zip(eps, hop):
        product = np.array([[(z - e) / t, -1 / t], [t, 0]]) @ product
        size = np.abs(product).max()
        product = product / size
        log_scale += np.log(size)
    return product, log_scale


def log_transfer_norm(z, eps, hop):
    product, log_scale = transfer_product(z, eps, hop)
    return log_scale + np.log(np.linalg.norm(product, 2))


def lyapunov_periodic(z, delta=DELTA):
    """Growth between two lengths, which removes the constant prefactor."""
    eps, hop = make_chain(600, delta, T1, T2)
    long_log = log_transfer_norm(z, eps, hop)
    short_log = log_transfer_norm(z, eps[:200], hop[:200])
    return (long_log - short_log) / 400


def bloch_matrices(delta, n_k=4000):
    k = 2 * np.pi * (np.arange(n_k) + 0.5) / n_k
    h = np.zeros((n_k, 2, 2), dtype=complex)
    h[:, 0, 0], h[:, 1, 1] = delta, -delta
    h[:, 0, 1] = T1 + T2 * np.exp(-1j * k)
    h[:, 1, 0] = h[:, 0, 1].conj()
    return k, h


def bulk_block(z, cells, delta):
    """Resolvent block of the infinite chain between two unit cells."""
    k, h = bloch_matrices(delta)
    g = np.linalg.inv(z * np.eye(2) - h)
    return np.mean(np.exp(-1j * k * cells)[:, None, None] * g, axis=0)


def log_det(matrix):
    return np.linalg.slogdet(matrix)[1]


bands = np.linalg.eigvalsh(bloch_matrices(DELTA)[1]).ravel()
mean_log_hop = 0.5 * np.log(T1 * T2)


def log_potential(z):
    return np.mean(np.log(np.abs(z - bands)))


# Transfer-matrix entries against determinants of sub-blocks
rng = np.random.default_rng(7)
n_small, z_small, kappa_small = 7, 0.3 + 0.2j, 1.3
eps_s = rng.uniform(-1, 1, n_small)
hop_s = rng.uniform(0.6, 1.6, n_small)
char = z_small * np.eye(n_small) - block_matrix(eps_s, hop_s)
p_full = np.linalg.det(char)
p_no_first = np.linalg.det(char[1:, 1:])
p_no_last = np.linalg.det(char[:-1, :-1])
p_inner = np.linalg.det(char[1:-1, 1:-1])
t_last = hop_s[-1]
from_dets = np.array([[p_full, -p_no_first],
                      [t_last**2 * p_no_last, -t_last**2 * p_inner]]) / np.prod(hop_s)
scaled, log_scale = transfer_product(z_small, eps_s, hop_s)
assert np.allclose(scaled * np.exp(log_scale), from_dets, rtol=1e-10, atol=1e-10)
ends = np.zeros((n_small, n_small))
ends[0, 0] = ends[-1, -1] = 1
combination = (p_full + 1j * kappa_small * (p_no_first + p_no_last)
               - kappa_small**2 * p_inner)
assert np.isclose(np.linalg.det(char + 1j * kappa_small * ends), combination, rtol=1e-10)
corner = np.linalg.inv(char)[0, -1]
assert np.isclose(corner, np.prod(hop_s[:-1]) / p_full, rtol=1e-10)

# Periodic chain: transfer growth, log potential, closed form
gap_edge = np.abs(bands).min()
edge_formula = np.sqrt(DELTA**2 + (T1 - T2)**2)
assert abs(gap_edge - edge_formula) < 1e-5  # the k grid misses the edge slightly
print(f"hoppings t1, t2 = {T1}, {T2} eV; delta = {DELTA} eV")
print(f"central gap edges = +/- {edge_formula:.6f} eV")
print(f"outer band edge = {np.abs(bands).max():.4f} eV")
print(f"mean ln(t/eV) = {mean_log_hop:.6f}")
for energy in (0.0, 0.3, 0.6):
    potential = log_potential(energy)
    gamma_dos = potential - mean_log_hop
    gamma_transfer = lyapunov_periodic(energy)
    gamma_closed = np.arcsinh(np.sqrt(edge_formula**2 - energy**2)
                              / (2 * np.sqrt(T1 * T2)))
    assert abs(gamma_dos - gamma_transfer) < 1e-9
    assert abs(gamma_closed - gamma_transfer) < 1e-9
    print(f"E = {energy:.1f} eV: log potential = {potential:.6f}")
    print(f"  gamma from DOS      = {gamma_dos:.6f} per site")
    print(f"  gamma from transfer = {gamma_transfer:.6f} per site")
for z in (3.0, 1.2 + 0.4j):
    gamma_dos = log_potential(z) - mean_log_hop
    gamma_transfer = lyapunov_periodic(z)
    assert abs(gamma_dos - gamma_transfer) < 1e-9
    print(f"z = {z} eV: gamma = {gamma_dos:.6f} per site")

# Slope and curvature inside the gap, and the law near the gap edge
e0, step = 0.3, 1e-3
g_minus, g_mid, g_plus = [lyapunov_periodic(e0 + s * step) for s in (-1, 0, 1)]
slope = np.mean(1 / (e0 - bands))
curvature = -np.mean(1 / (e0 - bands)**2)
assert abs((g_plus - g_minus) / (2 * step) - slope) < 1e-4
assert abs((g_plus - 2 * g_mid + g_minus) / step**2 - curvature) < 1e-3
print(f"at E = 0.3 eV: slope = {slope:.5f} per site per eV")
print(f"  curvature = {curvature:.5f} per site per eV^2")
offset = 1e-3
gamma_near = log_potential(edge_formula - offset) - mean_log_hop
gamma_root = np.sqrt(edge_formula * offset / (2 * T1 * T2))
assert abs(gamma_near / gamma_root - 1) < 2e-3
print(f"{offset} eV inside edge: gamma = {gamma_near:.6f} per site")
print(f"  square-root law: {gamma_root:.6f} per site")

# Resolvent of the infinite periodic chain
gamma_mid = log_potential(0.0) - mean_log_hop
for energy in (0.0, 0.3, 0.6):
    size_a = np.linalg.norm(bulk_block(energy, 10, DELTA), 2)
    size_b = np.linalg.norm(bulk_block(energy, 20, DELTA), 2)
    rate = np.log(size_a / size_b) / 20
    assert abs(rate - (log_potential(energy) - mean_log_hop)) < 1e-8
    if energy == 0.0:
        print(f"E = 0: |G block| at 20 sites = {size_a:.5e} 1/eV")
        print(f"E = 0: |G block| at 40 sites = {size_b:.5e} 1/eV")
    print(f"resolvent rate at {energy:.1f} eV = {rate:.6f} per site")
print(f"decay length at E = 0: {1 / gamma_mid:.4f} sites")
print(f"distance for factor 1e-6: {np.log(1e6) / gamma_mid:.2f} sites")

# delta = 0: vanishing bulk elements and misleading edge states
zero_block = bulk_block(0.0, 5, 0.0)
assert abs(zero_block[0, 0]) < 1e-13 and np.abs(zero_block).max() > 1e-3
gamma_ssh = lyapunov_periodic(0.0, delta=0.0)
bands_ssh = np.linalg.eigvalsh(bloch_matrices(0.0)[1]).ravel()
assert abs(np.mean(np.log(np.abs(bands_ssh))) - mean_log_hop - gamma_ssh) < 1e-9
rate_ssh = np.log(np.abs(zero_block).max()
                  / np.abs(bulk_block(0.0, 15, 0.0)).max()) / 20
assert abs(rate_ssh - gamma_ssh) < 1e-8
print(f"delta = 0, E = 0: gamma = {gamma_ssh:.6f} per site")
print(f"  same-sublattice |G| at 10 sites = {abs(zero_block[0, 0]):.1e} 1/eV")
print(f"  largest |G| in that block = {np.abs(zero_block).max():.5f} 1/eV")

kappa, bulk_distance = T1, np.abs(bands_ssh).min()
print("delta = 0 blocks with weak end bonds, E = 0:")
for n_sites in (20, 40, 200):
    eps, hop = make_chain(n_sites, 0.0, T2, T1)
    h_block = block_matrix(eps, hop)
    ends = np.zeros((n_sites, n_sites))
    ends[0, 0] = ends[-1, -1] = 1
    damped = -h_block + 1j * kappa * ends
    smallest = np.linalg.svd(damped, compute_uv=False)[-1]
    assert bulk_distance <= 2 * smallest + 2 * np.sqrt(T1 * smallest)
    for eta in (0.02, 0.1):
        shifted = 1j * eta * np.eye(n_sites) - h_block
        log_ratio = log_det(shifted + 1j * kappa * ends) - log_det(shifted)
        assert -1e-9 <= log_ratio <= 2 * np.log(1 + kappa / eta)
    if n_sites < 200:
        edge_energy = np.abs(np.linalg.eigvalsh(h_block)).min()
        print(f"  N = {n_sites}: edge-state |E| = {edge_energy:.3e} eV")
    print(f"  N = {n_sites}: smallest singular value = {smallest:.5f} eV")
mean_log = np.mean(np.log(hop))
corner_rate = log_det(-h_block) / n_sites - mean_log
norm_rate = log_transfer_norm(0.0, eps, hop) / n_sites
damped_rate = log_det(damped) / n_sites - mean_log
assert abs(corner_rate + gamma_ssh) < 0.01
assert abs(norm_rate - gamma_ssh) < 0.01
assert abs(damped_rate - gamma_ssh) < 0.01
print(f"  N = 200: rate from determinant alone = {corner_rate:.5f} per site")
print(f"  N = 200: rate from transfer norm = {norm_rate:.5f} per site")

# A truncated block has at most two eigenvalues in a bulk gap
counts = []
for first, second in ((T1, T2), (T2, T1)):
    for n_sites in range(30, 42):
        levels = np.linalg.eigvalsh(block_matrix(*make_chain(n_sites, 0.0, first, second)))
        counts.append(int(np.sum(np.abs(levels) < abs(T1 - T2) - 1e-9)))
assert max(counts) == 2
print(f"largest number of gap levels in a block = {max(counts)}")

# Disorder: the gap survives because the perturbation norm is bounded
SITE_DIS, HOP_DIS, N_DIS = 0.3, 0.05, 4000
safe_gap = edge_formula - SITE_DIS - 2 * HOP_DIS
sample_a = make_chain(N_DIS, DELTA, T1, T2, SITE_DIS, HOP_DIS, np.random.default_rng(11))
sample_b = make_chain(N_DIS, DELTA, T1, T2, SITE_DIS, HOP_DIS, np.random.default_rng(12))
for start in range(0, 3900, 39):
    piece = slice(start, start + 40 + start % 2)
    levels = np.linalg.eigvalsh(block_matrix(sample_a[0][piece], sample_a[1][piece]))
    assert np.sum(np.abs(levels) < safe_gap) <= 2


def gamma_from_levels(eps, hop):
    levels = eigh_tridiagonal(eps, hop[:-1], eigvals_only=True)
    return np.mean(np.log(np.abs(levels))) - np.mean(np.log(hop))


gamma_a = log_transfer_norm(0.0, *sample_a) / N_DIS
dos_a, dos_b = gamma_from_levels(*sample_a), gamma_from_levels(*sample_b)
assert abs(gamma_a - dos_a) < 2e-3  # end effects of order 1/N
assert abs(gamma_a - dos_b) < 5e-3  # sampling noise of order 1/sqrt(N)
print(f"disorder half-widths: site {SITE_DIS} eV, hopping {HOP_DIS} eV")
print(f"guaranteed gap = +/- {safe_gap:.4f} eV; N = {N_DIS} sites")
print(f"transfer gamma, sample A = {gamma_a:.5f} per site")
print(f"DOS gamma, sample A = {dos_a:.5f} per site")
print(f"DOS gamma, sample B = {dos_b:.5f} per site")

# Resolvent columns of the disordered chain, far from its ends
eps, hop = sample_a
banded = np.zeros((3, N_DIS))
banded[0, 1:] = -hop[:-1]
banded[1] = -eps
banded[2, :-1] = -hop[:-1]
source = 1000
rhs = np.zeros((N_DIS, 2))
rhs[source, 0] = rhs[source + 1, 1] = 1
columns = solve_banded((1, 1), banded, rhs)
for distance in (200, 600, 2000):
    target = source + distance
    log_g = np.log(np.abs(columns[target:target + 2]).max())
    log_m = log_transfer_norm(0.0, eps[source:target], hop[source:target])
    assert abs(log_g + log_m) < 6  # bounded prefactor, independent of distance
    print(f"L = {distance}: ln|G| = {log_g:.3f}, ln|M| = {log_m:.3f}")
rate_dis = -log_g / distance
assert abs(rate_dis - dos_b) < 8e-3  # sampling noise plus prefactor over distance
print(f"disordered resolvent rate, L = {distance}: {rate_dis:.5f} per site")

print("checks complete")
```

Output:

```
hoppings t1, t2 = 1.5, 1.0 eV; delta = 0.5 eV
central gap edges = +/- 0.707107 eV
outer band edge = 2.5495 eV
mean ln(t/eV) = 0.202733
E = 0.0 eV: log potential = 0.487542
  gamma from DOS      = 0.284809 per site
  gamma from transfer = 0.284809 per site
E = 0.3 eV: log potential = 0.461250
  gamma from DOS      = 0.258517 per site
  gamma from transfer = 0.258517 per site
E = 0.6 eV: log potential = 0.354897
  gamma from DOS      = 0.152165 per site
  gamma from transfer = 0.152165 per site
z = 3.0 eV: gamma = 0.607445 per site
z = (1.2+0.4j) eV: gamma = 0.211430 per site
at E = 0.3 eV: slope = -0.18505 per site per eV
  curvature = -0.76092 per site per eV^2
0.001 eV inside edge: gamma = 0.015347 per site
  square-root law: 0.015353 per site
E = 0: |G block| at 20 sites = 2.23918e-03 1/eV
E = 0: |G block| at 40 sites = 7.52088e-06 1/eV
resolvent rate at 0.0 eV = 0.284809 per site
resolvent rate at 0.3 eV = 0.258517 per site
resolvent rate at 0.6 eV = 0.152165 per site
decay length at E = 0: 3.5111 sites
distance for factor 1e-6: 48.51 sites
delta = 0, E = 0: gamma = 0.202733 per site
  same-sublattice |G| at 10 sites = 0.0e+00 1/eV
  largest |G| in that block = 0.08779 1/eV
delta = 0 blocks with weak end bonds, E = 0:
  N = 20: edge-state |E| = 1.447e-02 eV
  N = 20: smallest singular value = 0.53566 eV
  N = 40: edge-state |E| = 2.506e-04 eV
  N = 40: smallest singular value = 0.50916 eV
  N = 200: smallest singular value = 0.50037 eV
  N = 200: rate from determinant alone = -0.20273 per site
  N = 200: rate from transfer norm = 0.20273 per site
largest number of gap levels in a block = 2
disorder half-widths: site 0.3 eV, hopping 0.05 eV
guaranteed gap = +/- 0.3071 eV; N = 4000 sites
transfer gamma, sample A = 0.28357 per site
DOS gamma, sample A = 0.28354 per site
DOS gamma, sample B = 0.28272 per site
L = 200: ln|G| = -57.428, ln|M| = 56.622
L = 600: ln|G| = -171.307, ln|M| = 170.743
L = 2000: ln|G| = -567.775, ln|M| = 566.959
disordered resolvent rate, L = 2000: 0.28389 per site
checks complete
```
